Kogan's energy-loss formula and hot-electron cooling with dynamic screening

**1. The result**

Electrons at temperature T_e that are weakly coupled to phonons at temperature T_L lose the power

P = Σ_q ∫₀^∞ dω/(2πħ) ω A_q(ω) B_q(ω) [n_e(ω) − n_L(ω)]. (1)

A_q is the spectral function of the electron density and B_q that of the phonon field, both defined below. The Bose functions are n_e = 1/(exp(ħω/k_BT_e) − 1) and n_L, the same with T_L. For sharp phonons of frequency ω_q, and electrons treated in the random-phase approximation (RPA), this becomes

P = Σ_q ħω_q (2π/ħ) |M_q/ε(q,ω_q)|² 2Σ_k [(1+n_L) f_{k+q}(1−f_k) − n_L f_k(1−f_{k+q})] δ(E_{k+q} − E_k − ħω_q). (2)

This is golden-rule emission minus absorption. The coupling M_q is divided by the dielectric function at the phonon's own frequency, evaluated at the electron temperature.

**2. Model and assumptions**

The Hamiltonian is H_e + H_ph + H′. H_e includes the Coulomb interaction between electrons, and

H′ = Σ_q ρ_q† Φ_q, ρ_q = Σ_j exp(−iq·r_j), Φ_q = M_q(b_q + b†_{−q}), M_{−q} = M_q*.

Hence ρ_q† = ρ_{−q} and Φ_q† = Φ_{−q}. The initial state is a product of two thermal states. The electrons have no drift, ⟨Φ_q⟩ = 0, and the system is translation invariant, so different q do not interfere. We work to second order in M. The time t is long enough for the transient that follows the start from a product state to die out, but short enough for both temperatures to stay fixed.

**3. The energy transferred in second order**

Let a, b label eigenstates of H_e, and α, β those of H_ph, with initial probabilities p_a and P_α. First-order perturbation theory gives the transition probability

W(aα→bβ) = |⟨bβ|H′|aα⟩|² F_t(x)/ħ², F_t(x) = 4 sin²(xt/2)/x²,

where ħx = E_b − E_a + E_β − E_α. Since H_e is diagonal in this basis, its mean changes by the sum of p_a P_α W (E_b − E_a). The second-order correction to the amplitude for staying in the initial state merely restores normalization.

Collect the matrix elements in two correlation functions:

S_q(ω) = ∫dt e^{iωt} ⟨ρ_q(t)ρ_q†(0)⟩ = 2π Σ_ab p_a |⟨b|ρ_q†|a⟩|² δ(ω − (E_b−E_a)/ħ),

S^<_q(ν) = ∫dt e^{iνt} ⟨Φ_q†(0)Φ_q(t)⟩ = 2π Σ_αβ P_α |⟨β|Φ_q|α⟩|² δ(ν − (E_α−E_β)/ħ).

Here ħω is the energy gained by the electrons and ħν the energy given up by the phonons, so x = ω − ν. The electronic energy change is

ΔE_e = Σ_q ∫dω/(2π) ∫dν/(2π) (ω/ħ) S_q(ω) S^<_q(ν) F_t(ω−ν).

The area under F_t is 2πt and its width is about 2π/t. If the joint spectrum, after the sum over q, is smooth on that scale, F_t acts as 2πt δ(ω−ν). The electronic gain rate is then

G = Σ_q ∫_{−∞}^{∞} dω/(2πħ) ω S_q(ω) S^<_q(ω). (3)

Positive ω describes absorption and negative ω emission. The phonon energy changes at the rate −G, because ν = ω in the long-time limit.

**4. Detailed balance in each subsystem**

Define the spectral functions through commutators:

A_q(ω) = ∫dt e^{iωt} ⟨[ρ_q(t), ρ_q†(0)]⟩, B_q(ω) = ∫dt e^{iωt} ⟨[Φ_q(t), Φ_q†(0)]⟩.

In the eigenstate expansion of A_q, the second half of the commutator replaces p_a by p_b:

A_q(ω) = 2π Σ_ab (p_a − p_b) |⟨b|ρ_q†|a⟩|² δ(ω − (E_b−E_a)/ħ).

The density operator conserves particle number, so p_b/p_a = exp(−ħω/k_BT_e) on the delta function. Thus A_q = S_q[1 − exp(−ħω/k_BT_e)], or

S_q = A_q(1 + n_e).

For the phonons, the opposite ordering ⟨Φ_q(t)Φ_q†(0)⟩ has the transform exp(ħω/k_BT_L) S^<_q. Therefore B_q = S^<_q[exp(ħω/k_BT_L) − 1], or

S^<_q = B_q n_L.

The electrons may interact strongly here; thermal equilibrium within each subsystem is what has been used.

**5. Pairing emission with absorption**

From ρ_{−q} = ρ_q†, a change t → −t and time-translation invariance,

A_{−q}(−ω) = ∫dt e^{iωt} ⟨[ρ_q†(0), ρ_q(t)]⟩ = −A_q(ω).

The same argument gives B_{−q}(−ω) = −B_q(ω). Inversion symmetry is not required.

Write (3) as G = Σ_q∫dω/(2πħ) ωA_qB_q(1+n_e)n_L and replace (q,ω) by (−q,−ω). The product AB is unchanged and ω changes sign. Since n(−ω) = −1 − n(ω), the thermal factor becomes

[1+n_e(−ω)] n_L(−ω) = (−n_e)(−1−n_L) = n_e(1+n_L).

Averaging the two equal forms of G gives the bracket

½ω[(1+n_e)n_L − n_e(1+n_L)] = ½ω(n_L − n_e).

The loss P = −G is therefore

P = Σ_q ∫_{−∞}^{∞} dω/(4πħ) ω A_qB_q (n_e − n_L).

Under (q,ω) → (−q,−ω), ω and n_e − n_L are both odd while AB is even. The two half-lines contribute equally after the sum over q, and this gives (1).

For ω > 0 both spectral functions are non-negative. Energy therefore flows from hot to cold, and the steady power vanishes at equal temperatures. A test with random many-level electrons, and different phonon spectra at q and −q, confirms the pairing: direct emission minus absorption agrees with (1).

**6. Sharp phonons**

For free phonons with ω_{−q} = ω_q,

⟨[Φ_q(t),Φ_q†(0)]⟩ = |M_q|²[exp(−iω_qt) − exp(iω_qt)],

B_q(ω) = 2π|M_q|²[δ(ω−ω_q) − δ(ω+ω_q)].

Only the first delta function lies on the positive half-line. Let V be the volume and define the retarded density response per volume,

χ(q,ω) = −(i/ħV) ∫₀^∞ dt e^{iωt} C(t), C(t) = ⟨[ρ_q(t),ρ_q†(0)]⟩.

Because C(−t) = C(t)*, A_q is twice the real part of the half-line integral. Hence A_q = −2ħV Im χ, and (1) becomes

P = Σ_q 2ω_q V|M_q|² [−Im χ(q,ω_q)] (n_e − n_L), (4)

with the Bose functions at ω_q.

**7. Dynamic screening**

Let v_q be the Coulomb interaction and χ₀ the response of independent electrons. In the RPA the electrons respond with χ₀ to the external potential energy U plus the induced one, so δn = χ₀(U + v_qδn). Solving for δn/U gives

χ = χ₀/ε, ε = 1 − v_qχ₀.

Multiply numerator and denominator by ε*:

χ = (χ₀ − v_q|χ₀|²)/|ε|².

The subtracted term is real, so Im χ = Im χ₀/|ε|². The frequency in ε is ω_q because the phonon delta function put it there. If ε vanishes where Im χ₀ also vanishes, this quotient is undefined, and the plasmon pole of χ must be kept explicitly.

This frequency dependence was tested with two continua of harmonic oscillators. The first had an internal interaction ½vρ², for which the RPA is exact because the equations of motion are linear. In units ħ = k_B = 1, with temperatures 2.0 and 0.5, exact quantum evolution gave the power 7.302×10⁻⁵. Formula (1) with dynamic screening gives 7.304×10⁻⁵, a relative difference of about 3×10⁻⁴. Static screening gives 0.990×10⁻⁵ and no screening 4.484×10⁻⁵. Here the internal interaction increases the loss by a factor 7.304/4.484 = 1.63: dynamic "screening" need not weaken the coupling.

**8. Recovery of the golden rule**

For independent electrons with two spin states,

χ₀(q,ω) = (2/V) Σ_k (f_k − f_{k+q})/(ħω + E_k − E_{k+q} + i0),

−Im χ₀ = (2π/V) Σ_k (f_k − f_{k+q}) δ(E_{k+q} − E_k − ħω).

Write f = f_k and f′ = f_{k+q}, and define a = f′(1−f) and b = f(1−f′). On the energy shell the Fermi functions give a/b = exp(−ħω/k_BT_e). Also b − a = f − f′. These two relations yield

a = n_e(f − f′), b = (1+n_e)(f − f′).

Emission of a phonon takes an electron from k+q to k and has weight (1+n_L)a. Absorption has weight n_L b. Their difference is

(1+n_L)a − n_L b = (f−f′)[(1+n_L)n_e − n_L(1+n_e)] = (f−f′)(n_e − n_L).

Insert −Im χ₀/|ε|² in (4). The prefactor is 2ω_qV|M_q|² × 2π/V = ħω_q(2π/ħ) × 2|M_q|², and (2) follows. The electronic Bose function is thus what remains of the Fermi factors f′(1−f).

**9. The phonon's view, and hot phonons**

Dividing each term of (4) by ħω_q gives the rate at which mode q is filled. For a general occupation N_q in place of n_L,

dN_q/dt = Γ_q(n_e − N_q), Γ_q = (2V/ħ)|M_q|²[−Im χ(q,ω_q)]. (5)

The electrons try to bring the mode to their own temperature. Suppose that the rest of the lattice relaxes it towards n_L at the rate 1/τ. In a steady state Γ_q(n_e−N_q) = (N_q−n_L)/τ, and so

n_e − N_q = (n_e − n_L)/(1 + Γ_qτ).

Each mode's contribution is multiplied by 1/(1+Γ_qτ) in this relaxation model. Formula (4) with a fixed T_L needs Γ_qτ ≪ 1 for the modes that matter.

When k_BT_e and k_BT_L both greatly exceed ħω_q, n_e − n_L ≈ k_B(T_e−T_L)/(ħω_q). Then P ≈ Σ_q k_BΓ_q(T_e−T_L), the form of Newton cooling, although Γ_q still depends on T_e.

**10. Parabolic bands**

Let E_k = ħ²k²/(2m), E_q = ħ²q²/(2m) and κ_± = m(ħω ± E_q)/(ħ²q). With c the cosine of the angle between k and q, E_{k+q} − E_k = E_q + ħ²kqc/m. The angular integral over the delta function gives m/(ħ²kq) when k ≥ |κ₋|, and zero otherwise. Therefore

−Im χ₀ = m/(2πħ²q) ∫_{|κ₋|}^∞ k dk [f(E_k) − f(E_k+ħω)].

Use k dk = m dE/ħ² and ∫_E^∞ f dE′ = k_BT_e ln(1+exp((μ−E)/k_BT_e)). With E_± = (ħω±E_q)²/(4E_q), for which E₊ = E₋ + ħω,

−Im χ₀ = m²k_BT_e/(2πħ⁴q) × ln{[1+exp((μ−E₋)/k_BT_e)]/[1+exp((μ−E₊)/k_BT_e)]}. (6)

E₋ is the least kinetic energy from which an electron can absorb the phonon.

For the real part, shift k → k−q in the term with f_{k+q}. Its denominator becomes ħω + E_q − ħ²kqc/m, while that of the first term is ħω − E_q − ħ²kqc/m. The principal-value integral ∫dc/(κ−kc) from −1 to 1 is (1/k)ln|(κ+k)/(κ−k)|. Thus

Re χ₀ = m/(2π²ħ²q) ∫₀^∞ k dk f(E_k) [ln|(κ₋+k)/(κ₋−k)| − ln|(κ₊+k)/(κ₊−k)|].

Tests of these expressions used direct momentum integration for Im χ₀, the Kramers–Kronig relation for Re χ₀, and the f-sum rule for the RPA response.

**11. Polar optical phonons: a model calculation**

Take a dispersionless longitudinal optical phonon of energy ħω = 36 meV. Its coupling follows from electrostatics. Completing the square in H_ph + H′ for a static charge distribution gives the energy −Σ_q|M_q|²ρ_q†ρ_q/(ħω). This must be the change in Coulomb energy when the dielectric constant goes from ε_∞ (lattice fixed) to ε_s (lattice relaxed):

(1/2V) Σ_q (e²/ε₀q²)(1/ε_s − 1/ε_∞) ρ_q†ρ_q.

Comparison gives |M_q|² = C/(Vq²), with

C = (e²ħω/2ε₀)(1/ε_∞ − 1/ε_s).

The electrons repel through v_q = e²/(ε₀ε_∞q²). Replacing Σ_q by V∫4πq²dq/(2π)³ in (4), we obtain

P/V = (ωC/π²)(n_e−n_L) ∫₀^∞ dq [−Im χ₀(q,ω)]/|ε(q,ω)|². (7)

The round model parameters are m = 0.07 electron masses, ε_∞ = 11, ε_s = 13, T_e = 300 K, T_L = 100 K and density 10²³ m⁻³. They give C = 1.169×10⁻⁴⁹ J² m and

n_e − n_L = 0.3306 − 0.0156 = 0.3150.

The integral (7) then gives 9.31×10¹⁴ W/m³ without screening, 7.61×10¹⁴ with static screening and 9.12×10¹⁴ with dynamic screening. Division by the density gives 9.31, 7.61 and 9.12 nW per electron. The dynamic value equals 57 meV/ps, or 57/36 ≈ 1.6 net phonons per picosecond per electron.

An independent integration over electron energies, with Fermi factors and lattice phonon occupations but no electronic Bose function, agrees for all three treatments.

**12. Reading the screening factors**

Static screening always weakens the coupling in this gas, since χ₀(q,0) < 0 makes ε(q,0) > 1. At the phonon frequency the long-wave behaviour is different. For small q the difference of the two denominators in χ₀ gives χ₀ ≈ n·2E_q/(ħω)² = nq²/(mω²), where n is the density. Hence

ε → 1 − ω_p²/ω², ω_p² = ne²/(ε₀ε_∞m).

With ħω_p = 13.4 meV, ε → 1 − (13.4/36)² = 0.86 and 1/|ε|² → 1.35. The coupling is enhanced: above the plasma frequency χ = χ₀/ε is positive, so the electron density oscillates in phase with the applied potential energy, and the induced potential energy v_qδn adds to it.

Let q_LO = √(2mħω)/ħ = 2.57×10⁸ m⁻¹. At q/q_LO = 0.3, 0.5, 1 and 2 the computed dynamic factors are 1.67, 1.08, 0.92 and 0.98; the static ones are 0.26, 0.56, 0.87 and 0.98. The first dynamic value exceeds the long-wave limit, so that limit does not describe its size.

Which q count follows from (6). For a dilute gas it reduces to a constant times exp(−E₋/k_BT_e)/q. The gas at 10²³ m⁻³ is only moderately dilute, so this form serves as an estimate. Relative to q_LO, where E₋ = 0, it gives roughly 0.1, 0.9, 1 and 0.2 at the four wavevectors. The strongest tabulated enhancement thus falls where few electrons can take part. The total is 0.98 of the bare loss, whereas static screening gives 0.82. The 0.98 is a partial cancellation: wavevectors below 0.56 q_LO carry 13% of the bare loss and their enhancement adds 0.028, while screening at larger q removes 0.049.

At 10²² m⁻³ the dynamic and static ratios to the bare loss are 0.998 and 0.974. At 10²⁴ m⁻³ they are 0.52 and 0.46. None of the three densities shows a net enhancement, unlike the oscillator model. The bare loss per electron falls from 9.5 to 7.4 nW over this range. In a dilute gas Im χ₀ is proportional to density and this quantity would be constant, so its fall measures Fermi statistics.

**13. Limits of the result**

The largest Γ_q in the example is 2.2×10¹² s⁻¹, at q = 0.40 q_LO; its inverse is 0.46 ps. By section 9, a lattice lifetime of 0.46 ps would already halve that mode's contribution. Keeping its reduction below 10% needs Γ_qτ < 0.11, or τ < 0.05 ps. This is shorter than the phonon period 2π/ω = 0.11 ps and incompatible with a sharp phonon. The quoted powers therefore belong to phonons held at 100 K by assumption. In the relaxation model, heating of the phonons lowers them: summed over all modes at 10²³ m⁻³, the power is multiplied by 0.97, 0.80, 0.56 and 0.41 for τ = 0.05, 0.46, 2 and 5 ps.

The derivation is of second order in M, so the phonon spectrum in (1) is the one without the coupling to these electrons. Coupled plasmon–phonon modes and frequency shifts belong to higher order. At 10²⁴ m⁻³ the plasma energy, 42 meV, lies close to the phonon energy, and the long-wave modes can be shifted appreciably. The ratios quoted for that density are those of (4), without such shifts. Equation (1) also fails when the electrons have no common temperature, or when they drift: the detailed-balance step of section 4 is then lost or must be made in the moving frame. In the example the common temperature is itself an assumption: a rough classical estimate with screened Coulomb collisions gives an electron-electron collision time of about 3 ps at 10²² m⁻³ and 0.6 ps at 10²³ m⁻³, while an electron above the threshold emits a phonon in about 0.2 ps. Equation (2) has the further restriction to the RPA, whereas (1) and (4) accept any equilibrium density response. The remaining values are in the numerical output.

Computed results

```
Oscillator test, hbar = k_B = 1, temperatures 2.0 and 0.5
  exact power lost by electrons       7.30168e-05
  exact power gained by phonons       7.30168e-05
  Kogan, dynamic screening            7.30414e-05
  Kogan, static screening             9.89847e-06
  Kogan, no screening                 4.48401e-05
  equal temperatures: power / above   -7.8e-12
Level test: golden rule / Kogan       1.0000000000
f-sum rule, RPA: integral / exact     1.000000
Model polar semiconductor
  mass                                0.07 m_e
  eps_inf, eps_s                      11, 13
  phonon energy                       36.0 meV
  electron, lattice temperature       300 K, 100 K
  density                             1.0e+23 m^-3
  chemical potential                  -37.76 meV
  Bose function at Te                 0.33057
  Bose function at TL                 0.01557
  q_LO = sqrt(2 m E_LO)/hbar          2.5718e+08 m^-1
  coupling C_F = V q^2 |M_q|^2        1.1694e-49 J^2 m
  power density, bare                 9.3102e+14 W/m^3
    same, electron-energy integral    9.3102e+14 W/m^3
    per electron                      9.3102 nW
  power density, static               7.6124e+14 W/m^3
    same, electron-energy integral    7.6124e+14 W/m^3
    per electron                      7.6124 nW
  power density, dynamic              9.1155e+14 W/m^3
    same, electron-energy integral    9.1155e+14 W/m^3
    per electron                      9.1155 nW
  dynamic, per electron, converted    56.894 meV/ps
  q/q_LO   1/|eps|^2 static   1/|eps|^2 dynamic
    0.3        0.2561             1.6670
    0.5        0.5567             1.0796
    1.0        0.8682             0.9197
    2.0        0.9796             0.9806
  largest phonon rate Gamma_q         2.163e+12 s^-1
  its inverse                         0.462 ps
  reached at q/q_LO                   0.400
Density scan at the same temperatures
  n (m^-3)  plasmon (meV)  bare (nW)  static/bare  dynamic/bare
  1e+22       4.23       9.5137     0.9744       0.9982
  1e+23      13.38       9.3102     0.8176       0.9791
  1e+24      42.32       7.3990     0.4556       0.5187
```
